# Intersubband absorption and Stark shift in an infinite quantum well, part 2

An electron of charge $-1$ is confined between impenetrable walls at $z=0$ and $z=L$ and is free in the plane (wave vector $\mathbf k$). Hartree atomic units are used: $\hbar=m_0=e=1$. Assumptions: (A1) one electron, one nondegenerate, spin-independent band, slowly varying envelope; (A2) parabolic, isotropic band of constant mass $m$; (A3) the envelope vanishes at the walls; (A4) uniform light field.

With $x=z-L/2$, $p=-i\,d/dz$, $H_0=-\frac{1}{2m}\frac{d^2}{dz^2}$:
$$\chi_n=\sqrt{\frac2L}\sin\frac{n\pi z}{L},\qquad E_n=\frac{n^2\pi^2}{2mL^2},$$
$\omega_{nl}=E_n-E_l$ and $O_{nl}=\int_0^L\chi_n O\chi_l\,dz$.

**Proved: (a)** Intersubband transitions require a $z$ component of the light field, conserve $\mathbf k$ and require $n-l$ odd. **(b)** The strength $f=2|\hat{\mathbf e}\cdot\mathbf p_{fi}|^2/(m\,\omega_{fi})$ is, for $z$ polarization, $f_{ln}=2m\,\omega_{nl}|z_{nl}|^2$, with $f_{12}=0.960675$ and $\sum_nf_{ln}=1$.

**Lemma 1.** The true momentum is $P^\alpha_{fi}=\sum_\beta w_{\alpha\beta}\langle F^f|p^\beta|F^i\rangle$ (here $F^{i,f}$ are envelopes), with inverse mass tensor
$$w_{\alpha\beta}=\delta_{\alpha\beta}+\sum_{b\ne c}\frac{p^\alpha_{cb}p^\beta_{bc}+p^\beta_{cb}p^\alpha_{bc}}{\epsilon_c-\epsilon_b},$$
where $c$ is the electron's band, $b$ the others, and $\epsilon$, $\mathbf p_{cb}$ their energies and momentum elements at $\mathbf k=0$. Remark 1 tested it on a free-mass electron in $V_0\cos2\pi z$, $V_0=10$ Ha, period 1 bohr, between hard walls $N$ cells apart.

**Lemma 2.** $p_{nl}=i\,m\,\omega_{nl}\,z_{nl}$.

**Lemma 3.** $x_{nn}=0$. For $n\ne l$, $x_{nl}=z_{nl}$, zero for $n-l$ even; for $n-l$ odd
$$z_{nl}=-\frac{8\,nl\,L}{\pi^2(n^2-l^2)^2}.$$
Thus $|z_{12}|/L=0.180127$.

**Lemma 4.** Let $(H_0-E_n)\phi_n=-x\chi_n$, $\phi_n(0)=\phi_n(L)=0$. The perturbation $Fx$ gives no first-order shift and the second-order shift $F^2e_2$:
$$e_2=\int_0^L\chi_n\,x\,\phi_n\,dz=-\sum_{k\ne n}\frac{|x_{kn}|^2}{\omega_{kn}} .$$
The coefficient of $\chi_k$ in $\phi_n$ is $-x_{kn}/\omega_{kn}$.

**Lemma 5.** With $q=n\pi/L$, $s=\sin qz$, $c=\cos qz$,
$$\phi_n=-\frac{m}{2q}\sqrt{\frac2L}\left[\left(x^2-\frac{L^2}4\right)c-\frac xq\,s\right].$$
Its proof sets $N_0=\sqrt{2/L}$, $a=-mN_0/2q$.

**To prove: (c)** In a static field $F$ along $+z$, with energies measured from the potential at the centre, the second-order shift is
$$\Delta E_n=mF^2L^4\,\frac{n^2\pi^2-15}{24\,n^4\pi^4},\qquad \Delta E_1=-C\,mF^2L^4,\qquad C=\frac{15-\pi^2}{24\pi^4}=2.1945\times10^{-3},$$
the leading term in even powers of $\lambda=mFL^3$.

**Part (c).** The force on the electron is $-F$ along $z$, so its potential energy is $+Fz=Fx+FL/2$. The constant is the potential at the centre and is dropped. The perturbation $Fx$ does not act in the plane, so $\mathbf k$ stays a good quantum number, $k^2/2m$ is unchanged, and Lemma 4 applies at each $\mathbf k$.

For $n=1$ only even $k$ contribute, and Lemma 3 gives
$$\frac{|x_{k1}|^2}{\omega_{k1}}=\frac{64k^2L^2}{\pi^4(k^2-1)^4}\cdot\frac{2mL^2}{\pi^2(k^2-1)},\qquad \Delta E_1=-mF^2L^4\sum_{k\ \rm even}\frac{128\,k^2}{\pi^6(k^2-1)^5}.$$
This displays the origin of the scaling: two dipole elements supply $F^2L^2$, and the inverse level spacing supplies $mL^2$.

The closed form follows from Lemmas 4 and 5. With $N_0a=-mN_0^2/2q=-m/qL$,
$$e_2=-\frac m{qL}\left[I_1-\frac{I_2}{q}\right],\qquad I_1=\int_0^LP\,sc\,dz,\qquad I_2=\int_0^Lx^2s^2dz,\qquad P=x^3-\frac{L^2x}4 .$$
Let $\kappa=2q$, so that $sc=\frac12\sin\kappa z$ and $s^2=\frac12(1-\cos\kappa z)$. At both walls $\sin\kappa z=0$ and $\cos\kappa z=1$, since $\kappa L=2n\pi$. The basic integral is
$$J=\int_0^Lx\sin\kappa z\,dz=\left[-\frac{x\cos\kappa z}\kappa\right]_0^L+\frac1\kappa\int_0^L\cos\kappa z\,dz=-\frac L\kappa .$$
For $I_1$ integrate by parts twice. The first boundary term vanishes because $P(\pm L/2)=0$, the second because it contains $\sin\kappa z$, and $P''=6x$:
$$\int_0^LP\sin\kappa z\,dz=\frac1\kappa\int_0^LP'\cos\kappa z\,dz=-\frac1{\kappa^2}\int_0^LP''\sin\kappa z\,dz=-\frac{6J}{\kappa^2}=\frac{6L}{\kappa^3},$$
so $I_1=3L/\kappa^3=3L/8q^3$. For $I_2$, $\int x^2dz=L^3/12$, and one integration by parts gives $\int x^2\cos\kappa z\,dz=-(2/\kappa)J=2L/\kappa^2$, so $I_2=L^3/24-L/\kappa^2=L^3/24-L/4q^2$. Then
$$e_2=-\frac m{qL}\left[\frac{3L}{8q^3}-\frac{L^3}{24q}+\frac{L}{4q^3}\right]=m\left[\frac{L^2}{24q^2}-\frac5{8q^4}\right]=mL^4\,\frac{n^2\pi^2-15}{24\,n^4\pi^4},$$
where $q=n\pi/L$ and $5/8=15/24$ were used.

For the structure of the expansion set $x=Ly$ with $-\frac12<y<\frac12$. Then
$$H_0+Fx=\frac1{mL^2}\left[-\frac12\frac{d^2}{dy^2}+\lambda y\right],\qquad\lambda=mFL^3,$$
so $E=\varepsilon(\lambda)/mL^2$. The reflection $y\to-y$ maps the problem with $\lambda$ onto the one with $-\lambda$ and preserves the order of the levels, so each $\varepsilon_n$ is even in $\lambda$. The term found above is the $\lambda^2$ term, since $\lambda^2/mL^2=mF^2L^4$. $\blacksquare$

## Remarks

*Remark 2 (the mass in $f$).* If $f$ is defined with the free mass and the true momentum, Lemma 1 gives $f^{(0)}=2|P|^2/\omega=2|p|^2/m^2\omega=f/m$, equivalently $f^{(0)}=2\omega|z|^2$. The number $0.96$ belongs to the effective-mass definition. The intersubband strengths $f^{(0)}$ sum to $1/m$, which exceeds 1 for a light mass. The formula for $w$ shows where the balance lies: $1/m+\sum_b2|p^z_{cb}|^2/(\epsilon_b-\epsilon_c)=1$, and the second term is the sum of interband strengths, negative for bands below $c$. In the cosine crystal of Remark 1, $f^{(0)}_{12}=0.61757$ and $0.61953$ for $N=20$ and $40$, so $mf^{(0)}=0.95663$ and $0.95966$. The deviation from $0.960675$ falls by a factor $3.999$ when $N$ doubles, as for an error proportional to $1/N^2$; the program asserts that this factor lies between 3 and 5.

*Remark 3 (failure of the polarization rule).* The rule rests on (A2). Take a valley whose principal axes are tilted in the plane of $z$ and one in-plane axis, labelled $x$ in the tensor indices, with wave number $k$ along it. Completing the square with $\beta=w_{xz}/w_{zz}$,
$$H=\tfrac12w_{xx}k^2+w_{xz}k\,p_z+\tfrac12w_{zz}p_z^2=\tfrac12w_{zz}(p_z+\beta k)^2+\tfrac12\left(w_{xx}-\frac{w_{xz}^2}{w_{zz}}\right)k^2 .$$
Since $(p_z+\beta k)e^{-i\beta kz}\chi=e^{-i\beta kz}p_z\chi$, the eigenfunctions are $e^{-i\beta kz}\chi_n$ with confinement mass $1/w_{zz}$, and between two of them at the same $k$ the operator $p_z$ has the off-diagonal element $p_{nl}$. The light couples to the velocities $v_x=w_{xx}k+w_{xz}p_z$ and $v_z=w_{xz}k+w_{zz}p_z$, whose off-diagonal elements are $w_{xz}p_{nl}$ and $w_{zz}p_{nl}$. In-plane light now drives the transition with amplitude ratio $|v_x/v_z|=|w_{xz}|/w_{zz}$, while conservation of $\mathbf k$, the rule on $n-l$ and the value of $f_{12}$ for $z$ polarization (with mass $1/w_{zz}$) survive. Diagonalization on a two-dimensional grid tests both cases: no in-plane strength for $w_{xz}=0$, and the ratio $0.20000$ for $w_{zz}=1.5$, $w_{xz}=0.3$. A mass that depends on $z$, as in a finite well whose states reach into a barrier of different mass, also breaks the rule: $v_x=k/m(z)$ has the off-diagonal element $k\langle n|m^{-1}|l\rangle$, which in a symmetric structure can be nonzero for $n-l$ even. Nonparabolicity, spin–orbit coupling and degenerate valence bands lie outside (A1) and (A2), and the theorem makes no claim for them.

*Remark 4 (signs of the shifts).* Since $\pi^2<15<4\pi^2$, level 1 falls and every higher level rises at second order. The coefficient of level 2 is $+6.544141\times10^{-4}$, so the $1\to2$ line moves up by $(6.544141\times10^{-4}+2.1945229\times10^{-3})\,mF^2L^4=2.848937\times10^{-3}\,mF^2L^4$. For large $n$ the shift tends to $mF^2L^4/24n^2\pi^2=F^2L^2/48E_n$, which is semiclassical. Holding the action $\int\sqrt{2m(E-Fx)}\,dx$ fixed and expanding the root as $\sqrt E\,[1-Fx/2E-F^2x^2/8E^2]$, the linear term averages to zero and the mean of $x^2$ is $L^2/12$, so $\sqrt E\,[1-F^2L^2/96E^2]$ is constant. This gives $\delta E/2E=F^2L^2/96E^2$, the same result. The classical particle is slower on the side of higher potential and spends more time there.

*Remark 5 (polarizability).* By Lemma 4 the mean displacement to first order is $\langle x\rangle=2F\int\chi_1x\phi_1=2Fe_2=-\alpha F$ with $\alpha=2CmL^4$. The electron moves against the field, its dipole moment is $-\langle x\rangle=\alpha F$, and $\Delta E_1=-\frac12\alpha F^2$. Substituting $|x_{k1}|^2=f_{1k}/2m\omega_{k1}$ gives $\alpha=\sum_kf_{1k}/m\omega_{k1}^2$, the static response of classical oscillators with weights $f_{1k}$. The factor $\omega^{-2}$ favours the lowest line further, and the term $k=2$ carries the fraction $0.99868$ of $C$.

*Remark 6 (fourth order and range of validity).* In the scaled problem write $\varepsilon_1=\pi^2/2-C\lambda^2+D\lambda^4+\dots$ With all corrections $\psi_j$ orthogonal to $\psi_0=\chi_1$, order $\lambda^j$ reads $(h_0-\varepsilon^{(0)}_1)\psi_j=-y\psi_{j-1}+\sum_{i=1}^je_i\psi_{j-i}$, where $h_0=-\frac12d^2/dy^2$. Projection on $\chi_1$ gives $e_j=\langle\chi_1|y|\psi_{j-1}\rangle$, and the rest is inverted by $R=\sum_{k>1}|k\rangle\langle k|/(\varepsilon^{(0)}_k-\varepsilon^{(0)}_1)$, which annihilates $\chi_1$. The odd $e_i$ vanish and $e_2=-C$, so $\psi_1=-Ry\chi_1$, $\psi_2=RyRy\chi_1$, $\psi_3=R(-y\psi_2-C\psi_1)$, and
$$D=\langle\chi_1|y|\psi_3\rangle=C\,\|\psi_1\|^2-\langle v|R|v\rangle,\qquad v=yRy\chi_1 .$$
The sums over 300 states give $D=1.77681\times10^{-7}$ and $D/C=8.0966\times10^{-5}$; the program tests $D$ against the exact level of Remark 7. The quartic term reaches 1% of the quadratic one at $\lambda=\sqrt{0.01\,C/D}=11.11$. The small parameter is the admixture of level 2, $F|z_{12}|/\omega_{21}=0.180127\,\lambda/(3\pi^2/2)=0.012167\,\lambda$. The norm $\|\psi_1\|^2$ is almost exactly $0.012167^2=1.48\times10^{-4}$, because the $k=4$ term, by $|x|^2/\omega^2=f/2m\omega^3$, is smaller by $(0.0307/0.9607)/5^3$. The operator $R$ is positive, so the second term lowers $D/C$ below $\|\psi_1\|^2$. The potential drop $FL$ may exceed $E_1$ while the quadratic law still holds to better than 1%, since $FL/E_1=2\lambda/\pi^2$ passes 1 at $\lambda=\pi^2/2$.

*Remark 7 (exact levels and the strong-field limit).* The equation $\psi''=2mF(x-E/F)\psi$ becomes Airy's equation $d^2\psi/d\xi^2=\xi\psi$ under $\xi=(2mF)^{1/3}(x-E/F)$, since $2mF/(2mF)^{2/3}=(2mF)^{1/3}$. A combination of Ai and Bi vanishes at both walls if and only if
$$\mathrm{Ai}(\xi_-)\mathrm{Bi}(\xi_+)=\mathrm{Ai}(\xi_+)\mathrm{Bi}(\xi_-),\qquad\xi_\pm=(2mF)^{1/3}\left(\pm\frac L2-\frac EF\right).$$
Roots at weak field, with $m$, $F$ and $L$ each changed by a factor of 2, give exponents $0.9998$, $1.9998$ and $3.9999$. The small deficits come from the quartic term: the same shifts agree with $-C\lambda^2+D\lambda^4$ to a relative $10^{-6}$. For large $\lambda$ and a low level, $\xi_+$ is large and positive, $\mathrm{Ai}(\xi_+)/\mathrm{Bi}(\xi_+)$ is exponentially small, and the condition becomes $\mathrm{Ai}(\xi_-)=0$. The ground level has $\xi_-=-|a_1|$ with $|a_1|=2.338107$ the first zero, hence
$$E+\frac{FL}2\to|a_1|\,F\,(2mF)^{-1/3}=|a_1|\left(\frac{F^2}{2m}\right)^{1/3}.$$
Measured from the lower wall, the level no longer depends on $L$: the electron sits in a triangular well and does not reach the upper wall. At $\lambda=1000$ the two-wall root is $185.57571/mL^2$, equal to this limit within the asserted relative $10^{-10}$. Measured from the centre, the leading behaviour is $-FL/2$, linear in both $F$ and $L$.

*Remark 8 (lines allowed by the field).* The field removes the reflection symmetry behind the rule on $n-l$. With $\psi_n=\chi_n-F\sum_{k\ne n}x_{kn}\chi_k/\omega_{kn}$ from Lemma 4, and $x_{31}=0$,
$$\langle\psi_3|x|\psi_1\rangle=-F\sum_{k\ \rm even}x_{3k}x_{k1}\left[\frac1{\omega_{k1}}+\frac1{\omega_{k3}}\right]$$
to first order, the two terms coming from the corrections to $\psi_1$ and $\psi_3$. The element scales as $FL^2\cdot mL^2=\lambda L$, so $f_{13}=B\lambda^2$ at leading order, with $B=9.0292\times10^{-5}$ from the sum; the program tests this against a finite-difference solution at weak field. The sum rule is unchanged, because its proof needs only that the states vanish at the walls, are real and complete, and that the potential commutes with $x$.

## Worked example

Take the round model parameters $m=0.1$, $L=200$ bohr ($10.584$ nm) and $F=10^{-5}$ a.u. ($51.42$ kV/cm). The digits below describe the model and serve for comparing formulas. They are not predictions for a real layer: with barriers of 0.2 to 0.4 eV and the same mass throughout, the envelope leaks out of the well, which lowers the line frequency by 30 to 40%, makes the Stark shift of the ground level about 2.0 to 2.8 times as large, and makes that of the $1\to2$ line about 1.9 to 2.3 times as large, the larger changes belonging to the lower barrier.

The energy unit is $1/mL^2=1/(0.1\times200^2)=2.5\times10^{-4}$ Ha. Then $E_1=(\pi^2/2)(2.5\times10^{-4})=1.233701\times10^{-3}$ Ha, $E_2=4E_1=4.934802\times10^{-3}$ Ha and $\omega_{21}=3E_1=3.701102\times10^{-3}$ Ha $=100.71$ meV. The vacuum wavelength is $12.311$ μm, about a thousand times $L$, in keeping with (A4).

The dipole element is $|z_{12}|=0.180127\times200=36.0253$ bohr. Lemma 2 gives $|p_{12}|=0.1\times3.701102\times10^{-3}\times36.0253=0.013333$ a.u., which is $8/(3\times200)$. The strength is $f_{12}=2\times0.1\times3.701102\times10^{-3}\times36.0253^2=0.9607$, and with the free mass $0.960675/0.1=9.6067$.

In the field, $\lambda=0.1\times10^{-5}\times200^3=8$. The drop $FL=2.0\times10^{-3}$ Ha exceeds $E_1$, while the admixture is $0.012167\times8=0.0973$. The second-order shift is
$$\Delta E_1=-2.1945229\times10^{-3}\times64\times2.5\times10^{-4}=-3.511237\times10^{-5}\ \text{Ha}=-0.9555\ \text{meV}.$$
The quartic term is $1.77681\times10^{-7}\times4096\times2.5\times10^{-4}=+1.8195\times10^{-7}$ Ha, which brings the sum to $-3.493042\times10^{-5}$ Ha. The Airy root gives $-3.493268\times10^{-5}$ Ha $=-0.9506$ meV. The exact shift is $0.99488$ of the second-order value, against $1-8.0966\times10^{-5}\times64=0.99482$ through fourth order. The remainder, $-2.3\times10^{-9}$ Ha, is about 1% of the quartic term and starts at order $\lambda^6$ by evenness.

The polarizability is $\alpha=2\times2.1945229\times10^{-3}\times0.1\times200^4=7.02247\times10^5$ bohr$^3$, so $-\alpha F=-7.0225$ bohr, while the grid solution gives $\langle x\rangle=-6.9510$ bohr, smaller in size by 1.0% of the linear value. This error is twice that of the energy for a definite reason. The Hellmann–Feynman theorem, $dE/dF=\langle x\rangle$ (the terms from the change of the normalized state add up to $E\,d\langle\psi|\psi\rangle/dF=0$), gives $\langle x\rangle/L=d\varepsilon_1/d\lambda=-2C\lambda+4D\lambda^3$, with relative correction $2(D/C)\lambda^2=0.0104$.

Level 2 rises by $6.544141\times10^{-4}\times64\times2.5\times10^{-4}=1.04706\times10^{-5}$ Ha at second order and by $1.02967\times10^{-5}$ Ha exactly. The line shifts up by $1.04706\times10^{-5}+3.511237\times10^{-5}=4.55830\times10^{-5}$ Ha $=1.2404$ meV at second order and by $4.52294\times10^{-5}$ Ha $=1.2308$ meV exactly, about 1.2% of the line energy.

In the field the grid gives $f_{12}=0.95376$, down by $0.00692$, and $f_{13}=0.00563$; the grid error affects the last digit of $f_{12}$, whose converged value rounds to $0.95377$, down by $0.00691$. The leading law gives $B\lambda^2=9.0292\times10^{-5}\times64=0.00578$, about 3% above the grid value. The new $1\to3$ line takes most of what the $1\to2$ line loses, and by the sum rule the rest goes to higher lines. The sum over 60 states is $0.999995$. The deficit of $5\times10^{-6}$ has the size of the omitted tail, which the zero-field form $64/\pi^2n^4$, summed over even $n>60$, puts at about $64/(6\pi^2\,60^3)=5\times10^{-6}$.

Doubling the width to $L=400$ bohr at the same field gives $\lambda=64$. The quadratic law predicts $16\times(-3.511237\times10^{-5})=-5.61798\times10^{-4}$ Ha. The exact shift is $-4.52011\times10^{-4}$ Ha, which is $0.8046$ of the prediction, and the exact shift has grown by $12.939$ in place of 16. The quartic term does not repair this: it predicts a reduction of $8.0966\times10^{-5}\times64^2=0.33$ of the second-order value where the actual reduction is $0.195$. Higher orders do not repair it either: continued to imaginary $\lambda$, the two lowest levels meet at $|\lambda|\approx49$, so the power series diverges at $\lambda=64$. A nonperturbative solution is needed, such as the root of the Airy condition.

The program that performs the tests named above and prints these numbers follows, with its output.

## Table of computed values

```
f_12 = 0.960675
f_14 = 0.030742
f_16 = 0.005445
f_21 = -0.960675
f_23 = 1.867552
sum rules l=1,2,3: 1.0000000000, 1.0000000000, 1.0000000000
|z_12|/L = 0.180127
C = 2.1945229e-03; share of n=2 term = 0.99868
level-2 coefficient = 6.544141e-04; line = 2.848937e-03
D = 1.77681e-07; D/C = 8.0966e-05; lam at 1% error = 11.11
mixing F|z12|/w21 per unit lam = 0.012167
f_13/lam^2 = 9.0292e-05
Airy exponents of m, F, L: 0.9998, 1.9998, 3.9999
|a1| = 2.338107; lam=1000: (E1+FL/2) mL^2 = 185.57571
crystal V0 = 10.0 Ha, period 1 bohr: m = 1.54903 m0, 1/m = 0.64557
crystal N=20: f(m0) = 0.61757, m f = 0.95663, p ratio = 0.64284
crystal N=40: f(m0) = 0.61953, m f = 0.95966, p ratio = 0.64489
crystal error ratio N=20/N=40 = 3.999
tilted valley wzz=1.5, wxz=0.3 (1/m0): |vx/vz| = 0.20000
example m = 0.1 m0, L = 200.0 bohr = 10.584 nm
F = 1.0e-05 a.u. = 51.42 kV/cm, lam = 8.000
1/(mL^2) = 2.5000e-04 Ha, FL = 2.0000e-03 Ha
E1 = 1.233701e-03 Ha, E2 = 4.934802e-03 Ha
w21 = 3.701102e-03 Ha = 100.71 meV
wavelength = 12.311 micrometre
|z12| = 36.0253 bohr, |p12| = 0.013333 a.u.
f12 with free mass = 9.6067
mixing F|z12|/w21 = 0.09734
alpha = 7.02247e+05 bohr^3
<x>: -alpha F = -7.0225 bohr, grid = -6.9510 bohr
dE1 second order = -3.511237e-05 Ha = -0.9555 meV
dE1 fourth-order term = 1.8195e-07 Ha, sum = -3.493042e-05 Ha
dE1 exact = -3.493268e-05 Ha = -0.9506 meV, exact/second = 0.99488
dE2 second order = 1.04706e-05 Ha, exact = 1.02967e-05 Ha
line shift second order = 4.55830e-05 Ha = 1.2404 meV
line shift exact = 4.52294e-05 Ha = 1.2308 meV
in field: f12 = 0.95376, f13 = 0.00563, B lam^2 = 0.00578
in field: sum of f over 60 states = 0.999995
L = 400.0 bohr, lam = 64.0: second order = -5.61798e-04 Ha
L = 400.0 bohr: exact = -4.52011e-04 Ha, exact/second = 0.8046
exact shift ratio on doubling L = 12.939
```
